# Thermal Broadening in Subgap Density Extraction from an Exponential Tail: a program that tests the result

```python
# Result under test: for an exponential tail g(E) = N exp(E/w), E measured from
# the band edge, the charge derivative D = dn/dEF obeys
#     D / g(EF) = pi a / sin(pi a),   a = kT/w < 1,
# and the first Sommerfeld correction gives 1 + (pi a)^2 / 6 instead.
# n: trapped electrons per cm^3, EF: Fermi level (eV), w: tail width (eV).
# Energies are in eV, densities of states in cm^-3 eV^-1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar

k_ev = const.k / const.e
temperature = 300.0
width = 0.050
edge_density = 1.0e20
fermi = -0.30
band_density = 5.0e18
background = 5.0e16
permittivity = 11.0
thickness_cm = 20e-7
kt = k_ev * temperature
a = kt / width
step = 0.0005
grid = np.linspace(-3.5, 3.0, 13001)
spacing = grid[1] - grid[0]


def tail(energy):
    return edge_density * np.exp(energy / width)


def charge(level, thermal=kt, flat=0.0, spin=1.0):
    """Trapped density by direct summation over the infinite-tail model."""
    occupation = 1 / (1 + np.exp((grid - level) / thermal) / spin)
    return np.sum((tail(grid) + flat) * occupation) * spacing


def slope(function, level, h=step):
    return (function(level + h) - function(level - h)) / (2 * h)


def ratio(x):
    return np.pi * x / np.sin(np.pi * x)


def close(x, y, tolerance):
    return abs(x - y) <= tolerance * abs(y)


# Main result; central difference error is about step^2/(6 w^2) = 2e-5.
true_density = tail(fermi)
raw = slope(charge, fermi)
measured_ratio = raw / true_density
assert close(measured_ratio, ratio(a), 1e-4)
assert round(100 * (measured_ratio - 1)) == 63
trapped = charge(fermi)
assert close(trapped, width * raw, 1e-4)


# Thermal kernel, its moments, and where the sampled states lie.
def kernel(u):
    return 0.25 / np.cosh(u / 2) ** 2


def moment(power):
    return quad(lambda u: u**power * kernel(u), -60, 60, points=[0], limit=200)[0]


assert close(moment(0), 1, 1e-8)
assert close(moment(2), np.pi**2 / 3, 1e-8)
assert close(moment(4), 7 * np.pi**4 / 15, 1e-8)
first = 1 + moment(2) * a**2 / 2
second = first + moment(4) * a**4 / 24
assert first < second < measured_ratio

peak = minimize_scalar(lambda u: -np.exp(a * u) * kernel(u),
                       bounds=(0, 5), method="bounded").x
assert close(peak, 2 * np.arctanh(a), 1e-4)
weight = quad(lambda u: np.exp(a * u) * kernel(u), -80, 80,
              points=[0], limit=300)[0]
mean = quad(lambda u: u * np.exp(a * u) * kernel(u), -80, 80,
            points=[0], limit=300)[0] / weight
assert close(mean, 1 / a - np.pi / np.tan(np.pi * a), 1e-6)
shift = width * np.log(measured_ratio)
assert close(tail(fermi + shift), raw, 1e-9)

# Corrections applied to the simulated data.
h = 0.005
raw_up, raw_down = slope(charge, fermi + h), slope(charge, fermi - h)
curvature = (raw_up - 2 * raw + raw_down) / h**2
subtracted = raw - np.pi**2 / 6 * kt**2 * curvature
# Curvature by differences carries a relative error h^2/(12 w^2) = 8e-4.
assert close(subtracted, raw * (1 - (np.pi * a) ** 2 / 6), 2e-3)
divided = raw / first
assert subtracted < true_density < divided
found_width = 2 * h / np.log(raw_up / raw_down)
assert close(found_width, width, 1e-6)
cured = raw / ratio(kt / found_width)
assert close(cured, true_density, 1e-4)
x_one = brentq(lambda x: (1 + (np.pi * x) ** 2 / 6) / ratio(x) - 0.99, 0.05, 0.8)
width_one = kt / x_one

print(f"Temperature: {temperature:.0f} K; kT: {1e3*kt:.3f} meV")
print(f"Tail width: {1e3*width:.0f} meV; a = kT/w: {a:.5f}")
print(f"pi*a: {np.pi*a:.5f} rad; sin(pi*a): {np.sin(np.pi*a):.5f}")
print(f"Tail density at band edge: {edge_density:.2e} cm^-3 eV^-1")
print(f"Fermi level below band edge: {-fermi:.2f} eV")
print(f"True density at Fermi level: {true_density:.4e} cm^-3 eV^-1")
print(f"Trapped electron density: {trapped:.4e} cm^-3")
print(f"Charge derivative: {raw:.4e} cm^-3 eV^-1")
print(f"Ratio from summed charge: {measured_ratio:.4f}")
print(f"Ratio from formula: {ratio(a):.4f}")
print(f"Overestimate: {100*(measured_ratio-1):.1f} percent")
print(f"Sommerfeld ratio, first correction: {first:.4f}")
print(f"Sommerfeld ratio, two corrections: {second:.4f}")
print(f"Share of excess in first correction: "
      f"{100*(first-1)/(measured_ratio-1):.1f} percent")
print(f"Peak of sampled states above EF: {1e3*kt*peak:.1f} meV")
print(f"Mean of sampled states above EF: {1e3*kt*mean:.1f} meV")
print(f"Equivalent energy shift w ln R: {1e3*shift:.1f} meV")
for label, value in [("divided by first correction", divided),
                     ("curvature subtracted", subtracted),
                     ("full correction, width from slope", cured)]:
    print(f"Estimate, {label}: {value:.4e} cm^-3 eV^-1, "
          f"error {100*(value/true_density-1):+.1f} percent")
print(f"Width recovered from slope: {1e3*found_width:.2f} meV")
print(f"Width where first correction is 1 percent low at 300 K: "
      f"{1e3*width_one:.1f} meV")


# Tail ended at the band edge, and free electrons in a parabolic band.
def integrate(function, low, high, points=None):
    return quad(function, low, high, points=points, epsabs=0,
                epsrel=1e-10, limit=400)[0]


def cut_charge(level):
    return integrate(lambda e: tail(e) / (1 + np.exp((e - level) / kt)),
                     -3, 0, [level])


def free_charge(level):
    return band_density * 4 / np.sqrt(np.pi) * integrate(
        lambda s: s**2 / (1 + np.exp(s**2 - level / kt)), 0, 8)


print(f"Effective band density: {band_density:.1e} cm^-3")
for level in (-0.30, -0.20, -0.10):
    cut = slope(cut_charge, level) / tail(level)
    free = slope(free_charge, level) / tail(level)
    direct = integrate(lambda e: np.exp((e - level) / width)
                       * kernel((e - level) / kt) / kt, -3, 0, [level])
    assert close(cut, direct, 1e-4)
    if level == fermi:
        lost = np.exp(level * (1 / kt - 1 / width) * 1.0) / (1 - a)
        assert close(ratio(a) - cut, lost, 1e-2)
        boltzmann = band_density * np.exp(level / kt) / kt / tail(level)
        assert close(free, boltzmann, 1e-3)
    print(f"EF {-level:.2f} eV below edge: ended-tail ratio {cut:.4f}, "
          f"free-electron part {free:.4f}, sum {cut+free:.4f}")

# Flat deep background and spin factor in the occupation.
mixed_true = true_density + background
mixed = slope(lambda x: charge(x, flat=background), fermi) / mixed_true
assert close(mixed, (ratio(a) * true_density + background) / mixed_true, 1e-4)
spin_ratio = slope(lambda x: charge(x, spin=2.0), fermi) / true_density
assert close(spin_ratio, 2**a * ratio(a), 1e-4)
print(f"Flat deep background: {background:.1e} cm^-3 eV^-1")
print(f"Ratio with deep background: {mixed:.4f}")
print(f"Spin multiplier 2^a: {2**a:.4f}")
print(f"Ratio with spin factor two: {spin_ratio:.4f}")

# Temperature of use at fixed tail width.
for temp in (250.0, 300.0, 350.0):
    thermal = k_ev * temp
    value = slope(lambda x: charge(x, thermal=thermal), fermi) / true_density
    assert close(value, ratio(thermal / width), 1e-4)
    som = 1 + (np.pi * thermal / width) ** 2 / 6
    print(f"At {temp:.0f} K: ratio {value:.4f}, first correction {som:.4f}")
print(f"Temperature where kT = w: {width/k_ev:.1f} K")

# Band bending: small surface potential on an initially flat, neutral film.
eps_cm = permittivity * const.epsilon_0 / 100
screening_cm = np.sqrt(eps_cm / (const.e * raw))
kappa = thickness_cm / screening_cm
surface = 1e-4


def poisson(x, y):
    return np.vstack([y[1], kappa**2 * width / surface
                      * np.expm1(surface * y[0] / width)])


mesh = np.linspace(0, 1, 101)
solution = solve_bvp(poisson, lambda left, right: np.array([left[0] - 1, right[1]]),
                     mesh, np.vstack([np.ones(101), np.zeros(101)]), tol=1e-8)
assert solution.success
sheet = -solution.sol(0)[1] / kappa**2
back = solution.sol(1)[0]
# The finite surface potential leaves a relative nonlinearity near 1e-3.
assert close(sheet, np.tanh(kappa) / kappa, 3e-3)
assert close(back, 1 / np.cosh(kappa), 3e-3)
print(f"Relative permittivity: {permittivity:.0f}; "
      f"film thickness: {1e7*thickness_cm:.0f} nm")
print(f"Screening length: {1e7*screening_cm:.1f} nm; kappa: {kappa:.4f}")
print(f"Sheet-charge derivative relative to flat film: {sheet:.3f}")
print(f"Back-surface potential relative to front: {back:.3f}")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 300 K; kT: 25.852 meV
Tail width: 50 meV; a = kT/w: 0.51704
pi*a: 1.62433 rad; sin(pi*a): 0.99857
Tail density at band edge: 1.00e+20 cm^-3 eV^-1
Fermi level below band edge: 0.30 eV
True density at Fermi level: 2.4788e+17 cm^-3 eV^-1
Trapped electron density: 2.0160e+16 cm^-3
Charge derivative: 4.0322e+17 cm^-3 eV^-1
Ratio from summed charge: 1.6267
Ratio from formula: 1.6267
Overestimate: 62.7 percent
Sommerfeld ratio, first correction: 1.4397
Sommerfeld ratio, two corrections: 1.5751
Share of excess in first correction: 70.2 percent
Peak of sampled states above EF: 29.6 meV
Mean of sampled states above EF: 54.4 meV
Equivalent energy shift w ln R: 24.3 meV
Estimate, divided by first correction: 2.8006e+17 cm^-3 eV^-1, error +13.0 percent
Estimate, curvature subtracted: 2.2576e+17 cm^-3 eV^-1, error -8.9 percent
Estimate, full correction, width from slope: 2.4788e+17 cm^-3 eV^-1, error +0.0 percent
Width recovered from slope: 50.00 meV
Width where first correction is 1 percent low at 300 K: 94.8 meV
Effective band density: 5.0e+18 cm^-3
EF 0.30 eV below edge: ended-tail ratio 1.6191, free-electron part 0.0071, sum 1.6262
EF 0.20 eV below edge: ended-tail ratio 1.5773, free-electron part 0.0461, sum 1.6234
EF 0.10 eV below edge: ended-tail ratio 1.3112, free-electron part 0.2943, sum 1.6055
Flat deep background: 5.0e+16 cm^-3 eV^-1
Ratio with deep background: 1.5215
Spin multiplier 2^a: 1.4310
Ratio with spin factor two: 2.3278
At 250 K: ratio 1.3862, first correction 1.3054
At 300 K: ratio 1.6267, first correction 1.4397
At 350 K: ratio 1.9993, first correction 1.5985
Temperature where kT = w: 580.2 K
Relative permittivity: 11; film thickness: 20 nm
Screening length: 38.8 nm; kappa: 0.5151
Sheet-charge derivative relative to flat film: 0.921
Back-surface potential relative to front: 0.880
finished without a failed check
```
